# Born charges, dynamical quadrupoles and long-range coupling in the diamond structure

## Problem

A crystal has the diamond structure: identical atoms on sublattice 1, with one atom at the origin, and on sublattice 2, shifted by $\boldsymbol\tau=(a/4)(1,1,1)$. The axes are cubic and the primitive volume is $\Omega=a^3/4$. The crystal is an undoped, non-magnetic insulator, and its electrons follow the atoms adiabatically.

(a) What are the Born charges of the two atoms?

(b) How many independent numbers does the dynamical quadrupole of each atom contain, and how are the two atoms related?

(c) The atoms are displaced in a wave of small wavevector $\mathbf q$. What macroscopic potential energy does an electron feel as $q\to0$, and which lattice modes produce it?

Hartree atomic units are used: charges are in units of $e$, an electron has charge $-1$, and lengths are in bohr.

## A tempting solution

"The crystal has inversion symmetry. The Born charge is a second-rank tensor, so inversion makes it equal on the two atoms. Neutrality requires the two charges to add to zero, so both vanish. The dynamical quadrupole is a third-rank tensor. It changes sign under inversion, and a centrosymmetric crystal must be unchanged by inversion, so it vanishes too. Without dipoles or quadrupoles there is no long-range field of leading order. The potential of an optical mode therefore has a single limit at $q\to0$, whatever the direction of $\mathbf q$."

## Where it fails

The treatment of the Born charge is sound. The treatment of the quadrupole is not, because it forgets which atom the tensor belongs to.

The inversion centre lies at the middle of a bond, $\boldsymbol\tau/2$. The operation is $\mathbf r\to\boldsymbol\tau-\mathbf r$. It sends a lattice point $\mathbf R$ of sublattice 1 to $\boldsymbol\tau-\mathbf R$, which is a point of sublattice 2. No atom sits on an inversion centre. Inversion therefore compares the tensor of atom 1 with that of atom 2. It does not compare either tensor with itself.

The argument does apply to a property of the whole cell. The sum of the two quadrupoles must vanish, but that leaves room for two opposite, nonzero tensors. Whether they may be nonzero is decided by the symmetry about one atom, which contains no inversion.

## Definitions

Move one atom of sublattice $\kappa$ by a small vector $\mathbf u$. Let $f_\kappa(\mathbf r;\mathbf u)=\sum_\alpha u_\alpha f_{\kappa\alpha}(\mathbf r)$ be the change of the total charge density, ions and electrons, to first order. Here $\mathbf r$ is measured from the original position of the atom. The response is taken at zero macroscopic electric field; that field is restored later, through the dielectric constant. With the field removed, the response is taken to be smooth in $\mathbf q$, so that its moments exist.

Now displace every atom of the sublattice by $\mathbf u\,e^{i\mathbf q\cdot\mathbf r_l}$, where $\mathbf r_l$ is its full position. The charge density is $\sum_l e^{i\mathbf q\cdot\mathbf r_l}f_\kappa(\mathbf r-\mathbf r_l;\mathbf u)$. Multiply by $e^{-i\mathbf q\cdot\mathbf r}$, integrate, and put $\mathbf r=\mathbf r_l+\mathbf s$. The phases of $\mathbf r_l$ cancel and each cell contributes, per unit displacement,

$$\rho_{\kappa\alpha}(\mathbf q)=\int d^3s\,f_{\kappa\alpha}(\mathbf s)\,e^{-i\mathbf q\cdot\mathbf s}.$$

Expand the exponential. The zeroth moment vanishes because moving an atom creates no charge. What remains is

$$\rho_{\kappa\alpha}(\mathbf q)=-iq_\beta Z_{\kappa,\beta\alpha}-\tfrac12q_\beta q_\gamma Q_{\kappa\alpha}^{\beta\gamma}+O(q^3),$$

$$Z_{\kappa,\beta\alpha}=\int d^3s\,s_\beta f_{\kappa\alpha}(\mathbf s),\qquad Q_{\kappa\alpha}^{\beta\gamma}=\int d^3s\,s_\beta s_\gamma f_{\kappa\alpha}(\mathbf s),$$

with repeated Cartesian indices summed. These are the Born charge and the dynamical quadrupole. The latter is symmetric in $\beta\gamma$.

Let a crystal operation with rotation part $R$ send sublattice $\kappa$ to $\kappa'$. The rotated experiment is also a possible experiment, so $f_{\kappa'}(R\mathbf s;R\mathbf u)=f_\kappa(\mathbf s;\mathbf u)$. Taking moments gives one factor $R$ for each index:

$$Z_{\kappa',\beta\alpha}=R_{\beta\beta'}R_{\alpha\alpha'}Z_{\kappa,\beta'\alpha'},\qquad Q_{\kappa'\alpha}^{\beta\gamma}=R_{\alpha\alpha'}R_{\beta\beta'}R_{\gamma\gamma'}Q_{\kappa\alpha'}^{\beta'\gamma'}.$$

## (a) Born charges

The four bonds from atom 1 point along

$$(1,1,1),\quad(1,-1,-1),\quad(-1,1,-1),\quad(-1,-1,1).$$

Half-turns about $x$, $y$ and $z$ permute these bonds, and so does the cyclic rotation $x\to y\to z\to x$. They also map the face-centred cubic lattice onto itself. They are therefore symmetries that keep atom 1 fixed.

Take an off-diagonal component such as $Z_{xy}$. A half-turn about $x$ keeps the index $x$ and reverses $y$, so $Z_{xy}=-Z_{xy}=0$. The same argument removes every off-diagonal component. The cyclic rotation makes the three diagonal ones equal. Hence $Z_{\kappa,\beta\alpha}=z_\kappa\delta_{\beta\alpha}$.

Inversion has $R=-1$ and exchanges the sublattices. Two factors of $-1$ give $z_2=z_1$. Spatial symmetry can do no more: an equal nonzero charge on both atoms would satisfy it.

The last condition comes from neutrality. Let the whole crystal move slowly with velocity $\dot{\mathbf u}$. The equilibrium charge density $\rho_0(\mathbf r)$ is carried along rigidly, so the current through one cell is $\dot{\mathbf u}\int_\Omega\rho_0\,d^3r=0$. The same current is the rate of change of the dipole per cell, $(z_1+z_2)\dot{\mathbf u}$. Therefore $z_1+z_2=0$, and with $z_1=z_2$,

$$Z_{1}=Z_{2}=0.$$

The half-turns were not needed for this conclusion. Inversion gives $Z_1=Z_2$ as full tensors and neutrality gives $Z_1=-Z_2$. A uniform strain keeps the inversion centre between two identical atoms, so the Born charges remain zero in the strained crystal, provided it stays insulating.

## (b) Dynamical quadrupole

Let $n_x,n_y,n_z$ count how often each axis occurs among the three indices of $Q_{\kappa\alpha}^{\beta\gamma}$. A half-turn about $z$ reverses $x$ and $y$ and multiplies the component by $(-1)^{n_x+n_y}=(-1)^{3-n_z}$. The component survives only if $n_z$ is odd. The other half-turns require $n_x$ and $n_y$ to be odd. Since the three counts add to 3, each equals 1: all indices must differ.

The cyclic rotation gives $Q_x^{yz}=Q_y^{zx}=Q_z^{xy}$, and symmetry in the upper indices supplies the other three components. One number is left. The remaining operations about the atom do not remove it. With bond vectors $\mathbf b$, the tensor $\sum_{\mathbf b}b_\alpha b_\beta b_\gamma$ is unchanged by every operation that permutes the bonds, and its $xyz$ component is $4(a/4)^3\neq0$.

Inversion supplies three factors of $-1$ and exchanges the atoms, so $Q_2=-Q_1$. Together,

$$Q_{\kappa\alpha}^{\beta\gamma}=s_\kappa Q\,|\varepsilon_{\alpha\beta\gamma}|,\qquad s_1=+1,\quad s_2=-1,$$

where $|\varepsilon_{\alpha\beta\gamma}|$ is 1 for three different indices and 0 otherwise. The sign of $Q$ depends on which sublattice is called 1 and on the orientation of its bonds.

A simple picture shows how a quadrupole of this symmetry can arise. Move atom 1 towards $+x$. Two bonds shorten and two lengthen. Suppose the neighbours on the shortened bonds gain charge $\delta$ and the other two lose $\delta$. For the first pair $yz=+(a/4)^2$; for the second pair $yz=-(a/4)^2$. All four contributions to the $yz$ moment have the same sign, and they add to $4\delta(a/4)^2$. Around atom 2 the bonds are reversed: $yz$ is unchanged for each bond, but the shortened and lengthened pairs trade places, so the moment changes sign. These four charges also carry a dipole, which the rest of the response must cancel because $Z=0$. The charges that cancel it can contribute to the quadrupole as well, so the picture explains the symmetry of $Q$ but not its size.

The vanishing Born charge also makes $Q$ independent of the reference point. If moments are taken about $\mathbf c$, then

$$\int(s-c)_\beta(s-c)_\gamma f_{\kappa\alpha}=Q_{\kappa\alpha}^{\beta\gamma}-c_\beta Z_{\kappa,\gamma\alpha}-c_\gamma Z_{\kappa,\beta\alpha}+c_\beta c_\gamma\!\int f_{\kappa\alpha},$$

and the last three terms are zero.

## (c) Long-range coupling

**From charge to potential.** For displacement along $x$, the double sum contains $\beta\gamma=yz$ and $zy$, so $\tfrac12q_\beta q_\gamma|\varepsilon_{x\beta\gamma}|=q_yq_z$. In general

$$\rho_{\kappa\alpha}=-s_\kappa Q\,P_\alpha(\mathbf q),\qquad \mathbf P(\mathbf q)=(q_yq_z,\;q_zq_x,\;q_xq_y).$$

This is the charge at zero field. Now let the macroscopic field act. A potential amplitude $\phi$ has field $\mathbf E=-i\mathbf q\phi$. The dielectric tensor has second rank, so the argument used for $Z_\kappa$ makes it a scalar $\epsilon$, here the electronic constant with atoms held in place. The field induces the polarization $(\epsilon-1)\mathbf E/4\pi$, whose charge density is

$$-i\mathbf q\cdot\frac{(\epsilon-1)}{4\pi}(-i\mathbf q\phi)=-\frac{(\epsilon-1)q^2}{4\pi}\phi.$$

Poisson's equation then reads $q^2\phi=4\pi\rho_{\kappa\alpha}/\Omega-(\epsilon-1)q^2\phi$, so $\phi=4\pi\rho_{\kappa\alpha}/(\Omega\epsilon q^2)$. The electron has potential energy $-\phi$, and the two minus signs cancel:

$$V_{\kappa\alpha}(\mathbf q)=s_\kappa\Lambda\,\frac{P_\alpha(\mathbf q)}{q^2},\qquad \Lambda=\frac{4\pi Q}{\Omega\epsilon}.$$

This is the leading term for small $q$, per unit displacement. Two powers of $q$ in the charge cancel the $1/q^2$ of the Coulomb interaction. The potential stays finite, but its limit depends on the direction from which $\mathbf q$ approaches zero. If the displacement phase is attached to the cell rather than to the atom, $V_{\kappa\alpha}$ acquires a factor $e^{-i\mathbf q\cdot\boldsymbol\tau_\kappa}$, where $\boldsymbol\tau_\kappa$ is the atom's position in the cell. This factor tends to 1.

The full coupling also contains potentials that vary within a cell. Those present at zero field have an ordinary limit. Those induced by the macroscopic field are proportional to $E\sim q\phi$, hence of order $q$ here. The directional dependence at order $q^0$ is therefore contained in $V_{\kappa\alpha}$.

**Optical modes.** Add the two sublattices, with displacements $\mathbf u_1$ and $\mathbf u_2$. Because of the opposite signs, only $\mathbf w=\mathbf u_1-\mathbf u_2$ enters at this order:

$$V=\Lambda\,\mathbf w\cdot\mathbf p,\qquad \mathbf p=\mathbf P/q^2=(\hat q_y\hat q_z,\;\hat q_z\hat q_x,\;\hat q_x\hat q_y).$$

- Along $[100]$, $\mathbf p=0$ and no optical polarization couples at this order.
- Along $[110]$, $\mathbf p=(0,0,\tfrac12)$. The coupled mode is transverse, with motion along $z$.
- Along $[111]$, $\mathbf p=\tfrac13(1,1,1)$, which is parallel to $\mathbf q$. The coupled mode is longitudinal, with factor $|\mathbf p|=1/\sqrt3$.

The last direction gives the largest coupling. Write $A,B,C$ for the squares of the components of $\hat{\mathbf q}$, so that $A+B+C=1$ and $|\mathbf p|^2=AB+BC+CA$. From $(A-B)^2+(B-C)^2+(C-A)^2\ge0$ one has $A^2+B^2+C^2\ge AB+BC+CA$. Hence $1=(A+B+C)^2\ge3|\mathbf p|^2$, with equality for $A=B=C$.

**Equal displacements.** If $\mathbf u_1=\mathbf u_2$, the $q^0$ terms cancel. Inversion says more. It gives $f_{2\alpha}(-\mathbf s)=-f_{1\alpha}(\mathbf s)$, hence $\rho_{2\alpha}(\mathbf q)=-\rho_{1\alpha}(-\mathbf q)$. The sum $\rho_{1\alpha}(\mathbf q)-\rho_{1\alpha}(-\mathbf q)$ is odd in $\mathbf q$. Its linear term is absent because $Z=0$, so it starts at $q^3$ and the potential starts at order $q$. In a real acoustic wave the strain may also shift the sublattices against each other by an amount of order $q$. Through $\Lambda\,\mathbf w\cdot\mathbf p$, that shift contributes at the same order and must be kept.

**A single atom.** Moving one atom along $x$ gives the Fourier potential $-4\pi Qq_yq_z/(\epsilon q^2)$ for $\kappa=1$. Since $4\pi/q^2$ is the transform of $1/r$ and $\partial_y\partial_z$ becomes $-q_yq_z$,

$$\phi(\mathbf r)=\frac Q\epsilon\,\partial_y\partial_z\frac1r=\frac{3Q\,yz}{\epsilon r^5}$$

at large distance, per unit displacement. It falls as $1/r^3$, one power faster than the potential of a dipole.

**Interatomic forces.** The charge of one displacement wave sits in the potential of another. The corresponding second derivative of the energy per cell is $\rho_{\kappa\alpha}^*\phi_{\kappa'\beta}$, or

$$C_{\kappa\alpha,\kappa'\beta}=\frac{4\pi Q^2}{\Omega\epsilon}\,s_\kappa s_{\kappa'}\frac{P_\alpha P_\beta}{q^2}.$$

It is of order $q^2$ and vanishes at $q=0$. The quadrupoles therefore give electrons a direction-dependent coupling without splitting longitudinal from transverse optical modes in the limit $q\to0$.

## A worked model

Symmetry cannot supply $Q$. To obtain a value, take a tight-binding crystal with one $s$ and three $p$ orbitals and four electrons per atom, nearest-neighbour hopping that falls as $1/d^2$, and $a=10$ bohr. The parameters are round model values, listed in the numerical output. Site charges are Gaussians interacting through the Hartree term. Exchange, correlation and dipoles inside an atom are left out. Each ion has the same Gaussian shape as its electrons, so moving a neutral atom creates no charge by itself.

The linear response was tested against a self-consistent 64-atom cell in which one atom was actually moved. At $\mathbf q=(\pi/a)(0,1,1)$ both give a population wave of 0.0958 per bohr.

At $q=0.003$ per bohr the largest Born charge found is $2.6\times10^{-5}$. An estimate at finite $q$ still contains the cubic term of the charge divided by $q$, so it need not be zero. The quadrupoles are $5.665$ and $-5.665$ $e\,$bohr, taken from $\mathbf q$ along $[011]$. The dielectric constant, taken from $[100]$, is $5.190$. With $\Omega=250$ bohr³,

$$\Lambda=\frac{4\pi\times5.665}{250\times5.190}=0.0549\ \text{hartree/bohr}=2.82\ \text{eV/Å}.$$

The direction $(1,2,3)$ was not used to find these constants. There $\mathbf p=(6,3,2)/14$, so the formula predicts $0.0235$, $0.0118$ and $0.0078$ hartree/bohr for the three displacements of atom 1. The real part of the full calculation agrees, with a largest deviation of $2.4\times10^{-5}$ relative to the largest predicted component. The imaginary part is of order $q$, beyond the leading term, and is left out of this comparison. The force-constant term passes a similar test.

For relative displacement along the coupled polarization, the magnitudes are $0.0549/2=0.0274$ hartree/bohr along $[110]$ and $0.0549/\sqrt3=0.0317$ hartree/bohr along $[111]$. Along $[100]$ the computed longitudinal value is zero to the printed digits. A limit independent of the direction of $\mathbf q$ would have the form $\mathbf w\cdot\mathbf c$ with a fixed vector $\mathbf c$. The half-turns about an atom allow only $\mathbf c=0$, so the tempting solution would have required zero in every direction.

For equal displacements and $\mathbf q$ along $(1,2,3)$, the largest magnitude among the potentials for motion along $x$, $y$ and $z$ is $4.20\times10^{-4}$ hartree/bohr at $q=0.01$ and $8.39\times10^{-4}$ at $q=0.02$ per bohr. It doubles with $q$, as the inversion argument requires.

The 64-atom result also shows what the leading term misses at short wavelengths. At that wavevector $q_yq_z=(\pi/10)^2=0.0987$, and the leading screened population is $Qq_yq_z/\epsilon=5.665\times0.0987/5.190=0.108$ per bohr. This is about 12% above the full value of 0.0958. The difference comes from higher powers of $q$, and its small size is a cancellation: at this wavevector the zero-field population has fallen to about 0.35 of $Qq_yq_z$, while the dielectric constant has fallen to about 2.1. The potential is missed by much more. With $q^2=0.197$ and Gaussian width 2 bohr, the interaction carries a factor $e^{-4q^2}=0.454$, so the macroscopic potential energy is $4\pi\times0.454\times0.0958/(250\times0.197)=0.011$ hartree/bohr, against $\Lambda/2=0.0274$ from the leading term. The coarser sampling of electron states in the 64-atom cell changes the full value by less than 1% and does not explain it.

## When the conditions change

If the two sublattices carry different atoms, as in zincblende, inversion is lost while the half-turns and the cyclic rotation remain. Then $z_1=-z_2$ may be nonzero, and the two quadrupoles become independent numbers. In the model, offsetting the levels of the sublattices by 0.10 hartree gives Born charges of $+1.53$ and $-1.53$. This check was made without the Hartree interaction. For a relative displacement with a component along $\mathbf q$, the charge now starts at order $q$, the potential grows as $1/q$, and the quadrupole term is a correction to it. The field-induced potentials within the cell then also enter at order $q^0$. For a displacement perpendicular to $\mathbf q$ the dipole term vanishes. The quadrupole term is then the leading one if the displacement has a component along $\mathbf P$. It vanishes too for every transverse displacement along $[100]$, where $\mathbf P=0$, and along $[111]$, where $\mathbf P$ is parallel to $\mathbf q$, and in any direction for the polarization along $\mathbf q\times\mathbf P$.

If the crystal is doped, free carriers can screen the macroscopic field at long wavelengths, and how much they do depends on frequency. For a static displacement, or a mode slow compared with the plasma frequency $\omega_p$ of the carriers, the limit $q\to0$ with constant $\epsilon$ is no longer valid, and the formula serves only at wavevectors large compared with the inverse screening length, yet small enough for the expansion in $q$. An optical mode of frequency $\omega$ well above $\omega_p$ is hardly screened: at small $q$, $\epsilon$ is replaced by $\epsilon(1-\omega_p^2/\omega^2)$. With silicon-like values (mass $0.26$, $\epsilon=11.7$, $\hbar\omega\approx64$ meV), $10^{17}$ carriers per cm³ give $\hbar\omega_p\approx7$ meV and a change of about 1%. The two frequencies meet near $10^{19}$ cm⁻³, where a frequency-dependent dielectric function is needed.

## Calculated quantities

```
operations total / keeping sublattices: 48 24
Born invariants, diamond / without exchange: 1 2
quadrupole invariants, diamond / without exchange: 1 2
lattice constant a = 10.0 bohr, primitive volume = 250.0 bohr^3
levels e_s, e_p = -0.25, 0.00 hartree
hopping factors ss, sp, pp-sigma, pp-pi = -1.4, 1.8, 3.2, -0.8 (times 1/d^2)
bond length d = 4.3301 bohr, charge width = 2.0 bohr
band gap on the mesh = 0.1519 hartree
64-atom cell, population wave at q=(pi/a)(0,1,1): 0.09580 +0.00000 i per bohr
linear response, same wave: 0.09580 +0.00000 i per bohr
small wavevector used h = 0.003 per bohr
largest Born charge magnitude found = 2.6e-05 e
dielectric constant eps = 5.1901
quadrupole Q, sublattice 1 = 5.6647 e bohr
quadrupole Q, sublattice 2 = -5.6647 e bohr
unequal sublattices, level offset = 0.10 hartree
  static charges = 0.7551, -0.7551 e
  Born charges = 1.5345, -1.5344 e
coupling 4 pi Q/(Omega eps) = 0.054861 hartree/bohr = 2.8211 eV/angstrom
direction (1,2,3), sublattice 1, V for x, y, z in hartree/bohr:
  full calculation: 0.023511 0.011756 0.007837
  formula:          0.023512 0.011756 0.007837
relative error, potential = 2.4e-05
relative error, force-constant term = 2.1e-05
equal displacements, largest |V| at q = 0.01, 0.02 per bohr: 4.20e-04, 8.39e-04 hartree/bohr
optical coupling per unit relative displacement, hartree/bohr:
  [100] longitudinal: full 0.000000, formula 0.000000 (magnitudes)
  [110] longitudinal: full 0.000000, formula 0.000000 (magnitudes)
  [110] transverse z: full 0.027430, formula 0.027431 (magnitudes)
  [111] longitudinal: full 0.031674, formula 0.031674 (magnitudes)
```
